# Half-spacing edge of the continuum wall for layered inverse-sixth-power attraction

## Theorem

A point-like adsorbate stands at height $z$ above the plane of the top nuclei of a crystal. Assume that

1. it attracts every crystal atom with the pair energy $-C_6/r^6$, $C_6>0$, and these energies add;
2. the crystal fills the half-space below in identical, rigid planes of equal spacing $d$, with $n_s$ atoms per unit area in each, hence $n=n_s/d$ atoms per unit volume;
3. the energy is averaged over the lateral position of the adsorbate.

Put $u=z-d/2$ and $C_3=\pi nC_6/6$. Then, as $u/d$ grows,

$$E(z)=-\frac{C_3}{u^3}\left[1-\frac12\frac{d^2}{u^2}+\frac7{16}\frac{d^4}{u^4}+O\!\left(\frac{d^5}{u^5}\right)\right], \tag{1}$$

and for every $z>d/2$

$$0<1-\frac{|E(z)|\,u^3}{C_3}<\frac12\frac{d^2}{u^2}. \tag{2}$$

The leading term is the energy of a uniform continuum of density $n$ whose flat edge lies $d/2$ outside the top nuclear plane. No other fixed edge removes the relative error of order $d/z$.

The match is therefore asymptotic and not an identity: by (2) the wall is always somewhat too attractive. Heights are measured from nuclei, and negative energy means attraction.

## Lemma 1: one plane and one wall

Averaging over the lateral position of the adsorbate replaces the atoms of a plane by a uniform sheet of density $n_s$. For a sheet at distance $x$, a ring of radius $\rho$ lies at distance $\sqrt{\rho^2+x^2}$. With $w=\rho^2+x^2$, $dw=2\rho\,d\rho$,

$$\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+x^2)^3}=\pi\int_{x^2}^\infty\frac{dw}{w^3}=\frac{\pi}{2x^4}.$$

The planes lie at distances $z+jd$, $j=0,1,2,\dots$, so

$$E(z)=-\frac{\pi n_sC_6}{2}\,S,\qquad S=\sum_{j=0}^\infty f(z+jd),\qquad f(x)=x^{-4}. \tag{3}$$

A continuum is a stack of sheets of areal density $n\,dx$. If its edge is at distance $u$, its energy is

$$-\frac{\pi nC_6}{2}\int_u^\infty\frac{dx}{x^4}=-\frac{\pi nC_6}{6u^3}=-\frac{C_3}{u^3}. \tag{4}$$

Since $n=n_s/d$, replacing the crystal by this wall means replacing $S$ by $\frac1d\int_u^\infty f\,dx=1/(3du^3)$. What remains is to compare a sum with an integral.

## Lemma 2: the Euler-Maclaurin formula

Let $T_h(y)=\sum_{j\ge0}f(y+jh)$ be a sum with step $h$ that starts at $y>0$. Then

$$T_h(y)=\frac1h\int_y^\infty f\,dx+\frac{f(y)}2-\frac h{12}f'(y)+\frac{h^3}{720}f'''(y)+O\big(h^4f''''(y)\big). \tag{5}$$

**Proof.** Define on $0\le t\le1$ the polynomials

$$B_1=t-\tfrac12,\quad B_2=t^2-t+\tfrac16,\quad B_3=t^3-\tfrac32t^2+\tfrac12t,$$
$$B_4=t^4-2t^3+t^2-\tfrac1{30},\quad B_5=t^5-\tfrac52t^4+\tfrac53t^3-\tfrac16t.$$

Differentiation shows that $B_1'=1$ and $B_k'=kB_{k-1}$. At both ends $B_2=\frac16$, $B_3=0$, $B_4=-\frac1{30}$ and $B_5=0$, while $B_1(1)=-B_1(0)=\frac12$. For a smooth function $g$, write $[g]=g(1)-g(0)$. A first integration by parts gives

$$\int_0^1g\,dt=\frac{g(0)+g(1)}2-\int_0^1B_1g'\,dt.$$

Each further integration raises the index of the polynomial:

$$-\int_0^1B_1g'\,dt=-\frac{[g']}{12}+\frac12\int_0^1B_2g''\,dt,$$
$$\frac12\int_0^1B_2g''\,dt=-\frac16\int_0^1B_3g'''\,dt=\frac{[g''']}{720}+\frac1{24}\int_0^1B_4g''''\,dt,$$
$$\frac1{24}\int_0^1B_4g''''\,dt=-\frac1{120}\int_0^1B_5g^{(5)}\,dt.$$

The boundary terms with $B_3$ and $B_5$ vanish. The term with $B_4$ is $-\frac1{24}\left(-\frac1{30}\right)[g''']$, which explains its positive sign.

Now set $g(t)=f(y+(j+t)h)$, so that the $k$-th derivative of $g$ is $h^k$ times that of $f$, and sum over $j$. The left sides add to $\frac1h\int_y^\infty f\,dx$. The end-point averages add to $T_h-f(y)/2$, because every term except the first is counted twice with weight one half. The differences telescope: $\sum_j[g']=-hf'(y)$ and $\sum_j[g''']=-h^3f'''(y)$. Therefore

$$\frac1h\int_y^\infty f\,dx=T_h-\frac{f(y)}2+\frac h{12}f'(y)-\frac{h^3}{720}f'''(y)+R.$$

Since $f^{(5)}$ has one sign, $|R|\le\frac{1}{120}\max|B_5|\,h^4f''''(y)$. Solving for $T_h$ gives (5). $\square$

## Proof of the expansion and of the edge

**Where the half spacing comes from.** Apply (5) with $y=z$ and $h=d$, using $f'=-4x^{-5}$ and $f'''=-120x^{-7}$:

$$S=\frac1{3dz^3}+\frac1{2z^4}+\frac d{3z^5}+O(z^{-7}). \tag{6}$$

The first term is a wall with its edge at the top nuclei. The second is $f(z)/2=\frac1d\cdot\frac d2f(z)$, which is, to leading order, the contribution of an extra strip of continuum of thickness $d/2$. The integral from $z$ onwards gives the top plane only the inner half of its share of material; the end-point term restores the outer half.

**Uniqueness.** Let the edge lie a fixed distance $s$ outside the top plane. From $(1-s/z)^{-3}=1+3s/z+6s^2/z^2+\dots$,

$$\frac1{3d(z-s)^3}=\frac1{3dz^3}+\frac s{dz^4}+\frac{2s^2}{dz^5}+\dots \tag{7}$$

The $z^{-3}$ terms of (6) and (7) agree for any $s$, which confirms the strength $C_3$. The $z^{-4}$ terms agree if and only if $s=d/2$. For any other $s$ the wall has the relative error $3(s-d/2)/z$ to leading order; for an edge at the nuclei, $s=0$, it is too weak by $3d/(2z)$. With $s=d/2$ the next coefficient in (7) is $d/2$, whereas (6) has $d/3$. The edge that cures one order does not cure the next.

**Expansion about the edge.** The planes are the midpoints of cells of width $d$ that begin at $u=z-d/2$. A sum with step $d/2$ starting at $u$ visits the cell boundaries $u+jd$ and also the midpoints $z+jd$. Subtracting the boundaries leaves

$$S=T_{d/2}(u)-T_d(u).$$

Insert (5) for both sums. The terms $f(u)/2$ cancel, and the others give

$$S=\left(\frac2d-\frac1d\right)\int_u^\infty f\,dx+\left(-\frac d{24}+\frac d{12}\right)f'(u)+\left(\frac{d^3}{5760}-\frac{d^3}{720}\right)f'''(u)+\dots$$
$$=\frac1d\int_u^\infty f\,dx+\frac d{24}f'(u)-\frac{7d^3}{5760}f'''(u)+O\big(d^4f''''(u)\big). \tag{8}$$

For $f=x^{-4}$ this is

$$S=\frac1{3du^3}-\frac d{6u^5}+\frac{7d^3}{48u^7}+O\!\left(\frac{d^4}{u^8}\right)=\frac1{3du^3}\left[1-\frac{d^2}{2u^2}+\frac{7d^4}{16u^4}+O\!\left(\frac{d^5}{u^5}\right)\right].$$

Multiplication by $-\pi n_sC_6/2=-\pi ndC_6/2$ gives (1). $\square$

## Proof of the two-sided bound

An expansion does not say how large its error is at a given height, so (2) needs its own argument. Consider one cell with midpoint $m$ and half-width $b_0=d/2$. Let $F(t)=f(m+t)+f(m-t)$. Then $F(0)=2f(m)$ and $F'(0)=0$. Two integrations by parts give

$$\int_{\rm cell}f\,dx=\int_0^{b_0}F\,dt=b_0F(0)+\int_0^{b_0}(b_0-t)F'\,dt=d\,f(m)+\int_0^{b_0}K(t)F''(t)\,dt,$$

with $K(t)=\frac12(b_0-t)^2$. Because $f''=20x^{-6}>0$, the last integral is positive: the integral over each cell exceeds the contribution of its plane. This is the lower bound.

For the upper bound, the mean of $K$ is $\bar K=b_0^2/6=d^2/24$. On the interval $K$ decreases, while $F''$ increases because $f''$ is convex. Let $t_*$ be the point where $K=\bar K$. Then $(K-\bar K)(F''(t)-F''(t_*))$ is negative except at $t_*$. Its integral is $\int(K-\bar K)F''\,dt$, since $\int(K-\bar K)\,dt=0$. Hence

$$\int_0^{b_0}KF''\,dt<\frac{d^2}{24}\int_0^{b_0}F''\,dt=\frac{d^2}{24}\int_{\rm cell}f''\,dx.$$

Summing over cells, with $\int_u^\infty f''\,dx=-f'(u)=4/u^5$, gives

$$0<\frac1{3u^3}-dS<\frac{d^2}{6u^5}.$$

Division by $1/(3u^3)$ is (2). $\square$

The error relative to the wall energy is thus below a chosen fraction $\varepsilon$ whenever $u>d/\sqrt{2\varepsilon}$. For one percent, $u>7.1\,d$ suffices under the assumptions of the theorem.

## Remarks on limits and extensions

**Apparent edge at finite height.** If one insists on the form $|E|=C_3/(z-s_{\rm eff})^3$ at a single height, (1) gives

$$z-s_{\rm eff}=u\left(1-\frac{d^2}{2u^2}+\dots\right)^{-1/3}=u+\frac{d^2}{6u}+\dots,\qquad s_{\rm eff}=\frac d2-\frac{d^2}{6u}+\dots \tag{9}$$

The apparent edge approaches $d/2$ from the crystal side as the adsorbate recedes.

**Close approach.** As $z\to d/2$ the wall energy diverges, while the plane sum stays finite until the adsorbate reaches the nuclei at $z=0$. Since $f$ decreases, all planes below the first contribute less than $\frac1d\int_z^\infty f\,dx=1/(3dz^3)$ to $S$. Relative to the first plane this is less than $z/(3d)$. For $z\ll3d$ the top plane dominates and the law is $z^{-4}$, not $z^{-3}$.

**A film of $N$ planes.** Its sum is $S(z)-S(z+Nd)$. Each term has its own wall, so to leading order

$$E_N=-C_3\left[\frac1{u^3}-\frac1{(u+Nd)^3}\right].$$

The equivalent slab has thickness $Nd$, not the distance $(N-1)d$ between its outer nuclei; it extends $d/2$ beyond both faces.

**Unequal spacing.** Suppose the planes, still identical in density and in $C_6$, come in pairs, with gap $g_1$ inside a pair, gap $g_2$ between pairs, and period $D=g_1+g_2$. Cut the crystal through a gap $g_2$. The two members of the pairs form two stacks of period $D$, with top planes at distances $z$ and $z+g_1$. Their walls have edges at $D/2$ and $D/2-g_1$ relative to the top plane. By (7), the sum of their $z^{-4}$ terms equals that of a single wall of twice the strength if

$$2s=\frac D2+\left(\frac D2-g_1\right),\qquad s=\frac{D-g_1}2=\frac{g_2}2.$$

The edge lies at half the gap that was cut. Ideal germanium (111) has $g_1=D/4$; with the lattice constant used below, $D=0.323$ nm, and a cut through the wide gap puts the edge at $3D/8=0.121$ nm.

**Atomic corrugation.** The average discards lateral waves. For a wave vector $\mathbf G\neq0$ of a plane at distance $x$, write $(\rho^2+x^2)^{-3}=\frac12\int_0^\infty q^2e^{-q(\rho^2+x^2)}dq$ and do the Gaussian integral over $\boldsymbol\rho$:

$$\int\frac{e^{-i\mathbf G\cdot\boldsymbol\rho}\,d^2\rho}{(\rho^2+x^2)^3}=\frac\pi2\int_0^\infty q\,e^{-qx^2-G^2/(4q)}\,dq.$$

At $G=0$ this returns $\pi/(2x^4)$. Otherwise $qx^2+G^2/(4q)\ge Gx$, because the difference is a perfect square. Using this for half of the exponent and dropping $G^2/(8q)$ from the other half bounds the integral by $2\pi e^{-Gx/2}/x^4$. Corrugation therefore vanishes faster than any power of height and cannot alter the edge, but near contact it need not be small.

## Example: a precursor above germanium (001)

Take the weakly held molecular state of a small closed-shell hydride precursor on an ideal germanium (001) surface, whose planes are equally spaced by a quarter of the cubic lattice constant $a$. The rough round inputs are $a=0.56$ nm, $C_6=2.0\times10^{-4}$ eV nm$^6$ per germanium atom, and $z=0.40$ nm. A cubic cell has eight atoms, two in each plane:

$$d=\frac a4=0.140\ \text{nm},\quad n_s=\frac2{a^2}=6.378\ \text{nm}^{-2},\quad n=\frac8{a^3}=45.55\ \text{nm}^{-3},$$
$$C_3=\frac{\pi(45.55)(2.0\times10^{-4})}6=4.77\times10^{-3}\ \text{eV nm}^3,\qquad u=0.40-0.070=0.330\ \text{nm}.$$

The plane sum gives $E=-0.122$ eV ($-11.8$ kJ/mol). At the same height and strength, the two walls give

$$-\frac{C_3}{(0.330\ \text{nm})^3}=-0.133\ \text{eV},\qquad-\frac{C_3}{(0.40\ \text{nm})^3}=-0.075\ \text{eV}.$$

The half-spacing edge overestimates the attraction by 8.5% of $|E|$; an edge at the nuclei underestimates it by 39%. Relative to the wall energy, the defect in (2) is 0.079, below its bound $\frac12(0.140/0.330)^2=0.090$. The two correction terms of (1) estimate it as 0.076. The apparent edge is 0.061 nm, and (9) gives 0.060 nm.

Between $z=1.00$ and $2.00$ nm, the excess of the half-spacing wall falls from 1.1% to 0.26% of $|E|$, close to the inverse square of $u$. The deficit of the other wall falls only from 19% to 10%, close to the inverse first power of $z$. The full set of heights is in the numerical output.

## What the numbers mean for a real surface

The lattice constant is close to that of germanium; $C_6$ and the height are assumed values of plausible size, not properties of a particular molecule. A real clean (001) surface forms dimers, so its top planes are neither flat nor equally spaced. Moving the top plane rigidly inward by an assumed 0.02 nm, with the adsorbate fixed, weakens the attraction by 0.014 eV, or 11%. Dimer formation also changes the lateral structure and the bonding, which this shift does not describe.

The other omissions are estimated separately, at $z=0.40$ nm except for screening, which is estimated for large heights only.

- **Higher multipoles.** With an assumed $C_8/C_6=0.10$ nm$^2$, an added pair term $-C_8/r^8$ contributes $-0.040$ eV, 33% of $E$. One plane now gives $\pi/(3x^6)$, and the cancellation leading to (8) holds for this power too, so its wall has the same edge.
- **Repulsion.** Let it decay as $e^{-bz}$ with an assumed $b=30$ nm$^{-1}$, and let 0.40 nm be the resting height. Force balance requires $b$ times the repulsion to equal $dE/dz$, which gives a repulsion of 0.035 eV and a net energy of $-0.087$ eV.
- **Screening.** The image of a charge in a dielectric half-space has relative strength $(\varepsilon-1)/(\varepsilon+1)$. With the Clausius-Mossotti variable $x=(\varepsilon-1)/(\varepsilon+2)$ this is $3x/(2+x)$, whereas pair addition keeps $3x/2$. Let $w$ be the imaginary frequency in units of one common oscillator frequency, and let both $x$ and the adsorbate polarizability fall as $1/(1+w^2)$ from their static values. A rough static $\varepsilon=16$ gives $x_0=0.833$. With $q^2=1+x_0/2$, the integral over $w$ of polarizability times image strength is proportional to $\frac{3x_0}2\int_0^\infty\frac{dw}{(w^2+1)(w^2+q^2)}=\frac{3x_0}2\,\frac{\pi}{2q(1+q)}$, while pair addition gives $\frac{3x_0}2\,\frac\pi4$. In this continuum model screening multiplies $C_3$ by $2/[q(1+q)]=0.77$. The factor refers to the strength at large heights. It does not determine how screening moves the edge, so it does not give the change of energy at $z=0.40$ nm, where the adsorbate sees only a few planes and the reduction can be much smaller. The variable $x$ serves here only to define the additive limit. It is not an atomic model of germanium: coupled point dipoles on the diamond lattice become unstable above $x_0\approx0.66$.
- **Corrugation.** On a lateral grid over the ideal surface, the attraction ranges from 5% weaker to 7% stronger than its average.
- **Short range and retardation.** Tang-Toennies damping with the same $b$ removes 1% of the attraction. For an assumed mean excitation energy of 10 eV, the retardation length $\hbar c/(10\ \text{eV})\approx20$ nm is about fifty times the height, so retardation is unimportant at this height. It grows with distance: near $z=2$ nm it weakens the attraction by about 1%, more than the 0.26% error of the half-spacing wall there, so the expansion (1) describes a real surface only well inside the retardation length.

Several of these effects exceed the 8.5% error of the half-spacing wall, and they have different signs. The theorem fixes the geometry of the pair sum; it does not supply an adsorption energy. The choice of edge still matters: at 600 K, where $k_BT=0.052$ eV, a wall with its edge at the nuclei gives a Boltzmann factor $e^{-E/k_BT}$ that is 2.5 times smaller than that of the plane sum at the same height, while the half-spacing wall gives one that is 1.2 times larger. For a wall used in place of the laterally averaged pair sum on identical, equally spaced planes, the edge belongs at $d/2$, and (2) gives a height above which the remaining error is below a chosen fraction of the wall energy. At a single lateral site the error can exceed this bound: in the example the weakest site lies 0.127 of the wall energy below the wall, against a bound of 0.090. Nor does the rule carry over in general to a compound crystal: if its planes alternate between two different strengths of attraction, their unequal weights move the edge away from $d/2$.

## Values computed for the example and the checks

```
lattice constant a = 0.56 nm
plane spacing d = 0.140 nm; half spacing = 0.070 nm
areal density n_s = 6.378 nm^-2
volume density n = 45.55 nm^-3
C6 = 2.00e-04 eV nm^6; C3 = 4.7704e-03 eV nm^3
height z = 0.40 nm; u = z - d/2 = 0.330 nm
discrete sum E = -0.1223 eV = -11.80 kJ/mol
wall, edge at d/2 = -0.1327 eV
wall, edge at top plane = -0.0745 eV
top plane alone = -0.0783 eV
d/2 wall too strong by 8.53 % of E
top-edge wall too weak by 39.06 % of E
defect 1 - E/E_wall = 0.0786
its upper bound (d/u)^2/2 = 0.0900
its two-term estimate = 0.0758
wall with first correction = -0.1208 eV
effective edge at this z = 0.0609 nm
edge estimate d/2 - d^2/(6u) = 0.0601 nm
z (nm), E (eV), d/2 wall / E, top-edge wall / E:
  0.30  -3.355e-01  1.1686  0.5266
  0.40  -1.223e-01  1.0853  0.6094
  0.60  -3.099e-02  1.0341  0.7127
  1.00  -5.865e-03  1.0112  0.8134
  2.00  -6.618e-04  1.0026  0.9010
Ge(111) bilayer period = 0.3233 nm
Ge(111) edge, wide gap cut = 0.1212 nm
Neglected effects at the example height:
strongest site on lateral grid = -0.1304 eV
weakest site on lateral grid = -0.1159 eV
strongest site vs average = +6.58 %
weakest site vs average = -5.23 %
C8/C6 = 0.10 nm^2; r^-8 term = -0.0401 eV
r^-8 term relative to E = 32.8 %
overlap decay constant b = 30 nm^-1
damping removes 1.02 % of E
repulsion at rest = 0.0352 eV
net energy with repulsion = -0.0871 eV
top plane inward 0.02 nm: change = +0.0139 eV
dielectric constant = 16; x0 = 0.8333
screened C3 / additive C3 = 0.767
retardation length at 10 eV = 19.7 nm
z / retardation length = 0.0203
kT at 600 K = 0.0517 eV; |E|/kT = 2.37
Boltzmann factor lost by top edge = 2.52
```
